\section*{Voltage and Peak Temperature in a Diffusive Metal Constriction}

\section{What is held fixed}

\textbf{Q.} A small metal contact carries current and heats up. You want its hottest temperature from the voltage alone. Surely that needs the shape, the resistivity and the current?

\textbf{A.} In general, yes. Take a restricted case: a connected conductor in steady state, with two end surfaces held at the same temperature $T_0$ and at potentials $0$ and $V$. All other surfaces pass neither charge nor heat. Transport is diffusive, so local fields determine local currents. Electrons carry all the heat, and thermoelectric terms are dropped for now. The conductivity $\sigma>0$ may vary with position and temperature.

By $\phi$ I mean the electrochemical potential in volts, which a voltmeter compares. It is continuous across a joint between two metals if the joint has no resistance of its own.

\textbf{Q.} How are the electrical and thermal conductivities connected?

\textbf{A.} Through the Wiedemann--Franz law. Let $\varepsilon$ be electron energy, $\mu$ the chemical potential and $f$ the Fermi function. For elastic scattering, electrons in a range $d\varepsilon$ carry the particle flux
\begin{equation}
 d\mathbf j=\frac{\Sigma}{e^2}\left(-\frac{\partial f}{\partial\varepsilon}\right)
 \left[e\nabla\phi-\frac{\varepsilon-\mu}{T}\nabla T\right]d\varepsilon ,
\end{equation}
where $\Sigma(\varepsilon)$ measures how well electrons of that energy conduct. The bracket is minus the gradient of $f$ at fixed energy, apart from the factor in front; its first term is positive because electrons have charge $-e$. Take $\Sigma$ constant near the Fermi level. Multiplying by $-e$ and integrating gives $\mathbf J=-\sigma\nabla\phi$ with $\sigma=\Sigma$, since the term in $\varepsilon-\mu$ is odd and integrates to zero. Multiplying instead by $\varepsilon-\mu$ leaves the even thermal term. With $x=(\varepsilon-\mu)/(k_BT)$,
\begin{equation}
 \mathbf q=-\kappa\nabla T,\qquad
 \kappa=\sigma T\left(\frac{k_B}{e}\right)^2
 \int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx .
\end{equation}
The integrand is even. Integration by parts and expansion of $f=1/(e^x+1)$ in powers of $e^{-x}$ give
\begin{equation}
 4\int_0^\infty\frac{x\,dx}{e^x+1}
 =4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}
 =4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
Hence
\begin{equation}
 \kappa=L\sigma T,\qquad
 L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2
 =2.443\times10^{-8}\ \mathrm{V^2/K^2}.
\end{equation}

\section{Removing the geometry}

\textbf{Q.} You still have two coupled nonlinear equations. The conductivity depends on temperature, and the heating depends on the conductivity.

\textbf{A.} Use conservation of energy rather than solving them separately. Charge conservation is $\nabla\cdot\mathbf J=0$. The total energy flux is $\phi\mathbf J-\kappa\nabla T$, and in steady state its divergence vanishes:
\begin{align}
 0&=\nabla\cdot(\phi\mathbf J-\kappa\nabla T)
   =\mathbf J\cdot\nabla\phi-\nabla\cdot(\kappa\nabla T)\nonumber\\
  &=-\sigma|\nabla\phi|^2-\nabla\cdot(\kappa\nabla T).
\end{align}
This is the usual heat equation with Joule heating $\sigma|\nabla\phi|^2$. Now insert $\kappa=L\sigma T$ in the flux:
\begin{equation}
 \phi\mathbf J-\kappa\nabla T
 =-\sigma(\phi\nabla\phi+LT\nabla T)
 =-\frac{\sigma}{2}\nabla G,\qquad G=\phi^2+LT^2 .
\end{equation}
Both $G$ and $\phi$ therefore satisfy $\nabla\cdot(\sigma\nabla u)=0$.

\textbf{Q.} But $\sigma$ contains the unknown temperature. How can you treat that equation as linear?

\textbf{A.} Suppose a steady solution is given. Its $\sigma(\mathbf r)$ is then a definite positive function of position, and with that function fixed the equation is linear in $u$. Consider
\begin{equation}
 u=G-LT_0^2-V\phi .
\end{equation}
At the end $\phi=0$, $u=LT_0^2-LT_0^2=0$. At the other end, $u=V^2+LT_0^2-LT_0^2-V^2=0$. On the insulated sides the normal derivatives of $\phi$ and $T$ vanish, so that of $u$ does too. Multiply the equation by $u$ and integrate by parts:
\begin{equation}
 0=\int u\,\nabla\cdot(\sigma\nabla u)\,d^3r
 =\oint u\,\sigma\,\partial_nu\,dS-\int\sigma|\nabla u|^2\,d^3r .
\end{equation}
The surface term is zero everywhere: $u=0$ on the ends and $\partial_nu=0$ on the sides. At an ideal joint between metals, $u$ and $\sigma\partial_nu$ are continuous, so the two joint terms cancel. Thus $\nabla u=0$, and since $u$ is zero at an end it is zero throughout. Consequently
\begin{equation}
 T^2=T_0^2+\frac{\phi(V-\phi)}{L}. \label{eq:local}
\end{equation}

\textbf{Q.} Where is the maximum, and is it reached?

\textbf{A.} Complete the square:
\begin{equation}
 \phi(V-\phi)=\frac{V^2}{4}-\left(\phi-\frac V2\right)^2 .
\end{equation}
The potential runs continuously from $0$ to $V$ through a connected body, so it takes the value $V/2$ somewhere. There
\begin{equation}
 T_{\max}^2=T_0^2+\frac{V^2}{4L}. \label{eq:kohl}
\end{equation}
This is Kohlrausch's relation. At fixed $V$, multiplying $\sigma$ everywhere by a constant multiplies the Joule heating and the ability to remove heat by that same constant. That is why the resistivity has disappeared.

\textbf{Q.} What number does it give at $0.1$ V?

\textbf{A.} With both ends at 300 K,
\begin{equation}
 T_{\max}=\sqrt{90000+102333}\ \mathrm K=438.6\ \mathrm K,
\end{equation}
or about $165\,^\circ$C. For $V\ll2\sqrt L\,T_0$, expanding the root gives $T_{\max}-T_0\simeq V^2/(8LT_0)$: the rise is quadratic. For $V\gg2\sqrt L\,T_0$, $T_{\max}\simeq V/(2\sqrt L)$, which is linear and independent of $T_0$. The example lies between these limits, since the two terms under the root are comparable. Within the same model, the peak is 340 K at 0.05 V and 707 K at 0.2 V.

\textbf{Q.} I would like to see this survive an awkward shape with two different metals.

\textbf{A.} Take a strip of length 2 and width 1, blocked by a wall from $x=0.9$ to $1.1$ except for an off-centre slot of width 0.2. Metal one fills $x<0.95$ and has $\sigma\propto1/T$. Metal two fills the rest, has one third of the conductivity at 300 K, and has $\sigma\propto T^{-1/2}$. The coupled charge and heat equations were solved on a grid without using \eqref{eq:local}. With 60 cells per unit length, the peak was 438.61 K, and the largest departure of any cell from \eqref{eq:local} was 0.07 K. With 20 cells it was 0.59 K. The fine-grid peak exceeds the formula by 0.05 K, within that grid error.

The hottest cell had $\phi=0.499V$ and lay at $x=1.092$, near the slot's exit into the more resistive metal. The hot surface follows the middle of the voltage drop, not the middle of the constriction.

\section{A circular contact spot}

\textbf{Q.} An engineer also wants the current. Geometry must return there.

\textbf{A.} It does. Consider a circular opening of radius $a$ in a thin insulating plane between two half-spaces of one metal. Use coordinates $\xi$ and $\eta$, with $-\infty<\xi<\infty$ and $0\le\eta\le1$:
\begin{equation}
 z=a\xi\eta,\qquad r=a\sqrt{(1+\xi^2)(1-\eta^2)} .
\end{equation}
The opening is $\xi=0$ and the insulating plane is $\eta=0$. Differentiating these expressions gives the lengths per unit coordinate,
\begin{equation}
 h_\xi=a\sqrt{\frac{\xi^2+\eta^2}{1+\xi^2}},\qquad
 h_\eta=a\sqrt{\frac{\xi^2+\eta^2}{1-\eta^2}} .
\end{equation}
If $\phi$ depends on $\xi$ alone, no current crosses $\eta=0$, as required. The current through a surface of constant $\xi$ is
\begin{equation}
 I=2\pi\int_0^1\sigma\,\frac{h_\eta r}{h_\xi}\frac{d\phi}{d\xi}\,d\eta
 =2\pi a\sigma(1+\xi^2)\frac{d\phi}{d\xi}
 =2\pi a\sigma\frac{d\phi}{d\chi}, \label{eq:current}
\end{equation}
where $\chi=\arctan\xi$ and $I$ is counted positive from high to low potential. A cold metal has constant $\sigma=1/\rho_0$. As $\chi$ changes by $\pi$ from end to end, $V=I\rho_0/(2a)$, so $R_0=\rho_0/(2a)$.

\textbf{Q.} And when it is hot?

\textbf{A.} Let the resistivity be proportional to temperature, $\rho=\rho_0T/T_0$. Equation \eqref{eq:local} makes $\sigma$ a function of $\phi$, so the same coordinates still work. Put
\begin{equation}
 \phi-\frac V2=\sqrt L\,T_{\max}\sin\beta .
\end{equation}
Completing the square in \eqref{eq:local} then gives $T=T_{\max}\cos\beta$. Substitution in \eqref{eq:current} yields
\begin{equation}
 I=\frac{2\pi aT_0}{\rho_0T}\frac{d\phi}{d\chi}
 =\frac{2\pi aT_0\sqrt L}{\rho_0}\frac{d\beta}{d\chi}.
\end{equation}
Since $I$ is constant, $\beta$ is linear in $\chi$. At the ends $\beta=\pm\alpha$, with $\sin\alpha=V/(2\sqrt L\,T_{\max})$ and $\cos\alpha=T_0/T_{\max}$. Therefore
\begin{equation}
 \tan\alpha=\frac{V}{2\sqrt L\,T_0},\qquad
 T=T_{\max}\cos\frac{2\alpha\chi}{\pi}.
\end{equation}
Now $d\beta/d\chi=2\alpha/\pi$, so $I=4aT_0\sqrt L\,\alpha/\rho_0$, and
\begin{equation}
 R=\frac VI=\frac{\rho_0}{2a}\,\frac{V}{2\sqrt L\,T_0\,\alpha}
 =R_0\frac{\tan\alpha}{\alpha}.
\end{equation}

\textbf{Q.} Put a real sort of contact into it.

\textbf{A.} Take a platinum probe on a platinum pad, with a spot radius of 500 nm and a rough resistivity of 11 $\mu\Omega\,$cm at 300 K. Then $R_0=110$ m$\Omega$ and $\alpha=0.8175$. The hot resistance is $1.3044\times110=143.5$ m$\Omega$, so 0.1 V drives 0.697 A and dissipates 69.7 mW.

On the axis $\eta=1$, so $\xi=z/a$. One radius from the opening, $\chi=\pi/4$ and $T=438.6\cos(\alpha/2)=402$ K. Five radii away it is still 331 K. The end surfaces must therefore lie many radii from the spot for this half-space model to apply.

\section{Where the relation gives way}

\textbf{Q.} Platinum's lattice also conducts heat. You have left that out.

\textbf{A.} The argument can be extended if $\kappa\rho$ is a function of temperature alone. Define $F(T)=\int_{T_0}^{T}\kappa\rho\,dT'$. Then $\kappa\nabla T=\sigma\nabla F$, and the energy flux is $-\sigma\nabla(\phi^2/2+F)$. The uniqueness argument gives $F=\phi(V-\phi)/2$, hence
\begin{equation}
 \int_{T_0}^{T_{\max}}\kappa\rho\,dT=\frac{V^2}{8}. \label{eq:general}
\end{equation}
Take a rough lattice conductivity $\kappa_{l0}=5$ W/(m\,K) at 300 K, falling as $1/T$. Its product with $\rho\propto T$ is constant, so
\begin{equation}
 \frac L2(T_{\max}^2-T_0^2)+\kappa_{l0}\rho_0(T_{\max}-T_0)=\frac{V^2}{8}.
\end{equation}
The positive root is 431.7 K, which is 6.8 K below the pure electronic result. The electronic conductivity at 300 K is 66.6 W/(m\,K), so a modest lattice share matters.

\textbf{Q.} Thermopower should make one side hotter than the other.

\textbf{A.} It displaces the hot surface. With Seebeck coefficient $S=sT$, the current is $\mathbf J=-\sigma(\nabla\phi+S\nabla T)=-\sigma\nabla\psi$, where $\psi=\phi+\int_{T_0}^{T}S\,dT'$. Equal end temperatures leave the total drop in $\psi$ equal to $V$. The energy flux gains a term $ST\mathbf J$. Setting its divergence to zero and eliminating $\nabla\phi$ gives
\begin{equation}
 \nabla\cdot(\kappa\nabla T)+\frac{J^2}{\sigma}
 -T\frac{dS}{dT}\,\mathbf J\cdot\nabla T=0 .
\end{equation}
Seek a solution $T(\psi)$ and write $w=T^2$. Since $\kappa\nabla T=\tfrac12L\sigma w'\nabla\psi$, division by $\sigma|\nabla\psi|^2$ leaves
\begin{equation}
 \frac L2w''+1+\frac s2w'=0 .
\end{equation}
For $s=0$, $w$ is symmetric about $\psi=V/2$ and $w'$ is antisymmetric. The first correction is driven by that antisymmetric slope, so it vanishes at the centre: the surface moves at first order, but its peak temperature changes at second order. For a rough $S=-5\ \mu$V/K at 300 K, the hot surface moves to $\psi=0.503V$ and the peak falls by less than 0.01 K. This holds for one metal throughout. Where two metals with different $S$ meet near the hot surface, Peltier heat at the joint changes the peak at first order. With a difference of 5 $\mu$V/K at 300 K and the joint at the middle of the voltage drop, the peak shifts by nearly 5 K, up or down according to the direction of the current.

\textbf{Q.} What about electrons that cross the opening without scattering?

\textbf{A.} Let $N$ be the density of states per volume, $v$ the Fermi speed and $l$ the mean free path. Averaging over directions gives a ballistic conductance $\pi a^2e^2Nv/4$, while diffusion gives $\sigma=e^2Nvl/3$. Eliminating $N$ and $v$,
\begin{equation}
 R_{\mathrm S}=\frac{4\rho_0l}{3\pi a^2},\qquad
 \frac{R_{\mathrm S}}{R_0}=\frac{8l}{3\pi a}.
\end{equation}
For a rough $l=10$ nm this Sharvin share is 1.7\% of $R_0$. The voltage dropped in an elastic crossing still heats the metal on either side. Treat the opening as a symmetric joint that takes a small voltage $\delta$, with thermalised electrons on both sides. Charge and energy cross it in the same proportion as in the metal, so \eqref{eq:local} still holds on each side, where $\phi=(V\pm\delta)/2$. The highest $T^2$ in the metal is then lower by only $\delta^2/(4L)$, which here means less than 0.1 K. Once $a$ is comparable with $l$, local transport fails and \eqref{eq:kohl} has lost its basis.

\textbf{Q.} How close, then, is 439 K to a real platinum contact?

\textbf{A.} It is the ideal Wiedemann--Franz value. Besides the lattice effect, an $L$ larger by 5\% would lower it by 5.6 K. A thin oxide layer around the spot matters little: by symmetry its two faces are equally hot, so almost no heat crosses it. A layer as thick as the spot radius, with conductivity 1.4 W/(m\,K), would also draw heat sideways from the metal neck and lower the peak by about 2 K. If each body has a thermal resistance of 50 K/W to ambient, a round assumed value, half the power warms it by 1.7 K and raises the peak by 1.2 K. If all the Joule heat released at the spot's centre passed to the lattice there, through a rough coupling of $2.5\times10^{17}$ W/(m$^3$\,K), the electrons would be about 0.1 K hotter than the lattice. Electrons carry most of that heat away themselves, so the difference is smaller still. This is for the centre; across the opening the heating grows as $1/(1-r^2/a^2)$ towards the rim, and the difference grows with it. For a thin oxide, simple addition of these estimates puts the peak roughly 6 K below 439 K, or roughly 11 K below if $L$ is also 5\% larger. Tabulated $\kappa\rho$ for platinum, lattice included, lies only about 5--8\% above $LT$ between 300 and 500 K, which favours the first figure. Surface films or roughness could change the contact further; they are not sized here.

\textbf{Q.} Could I use the same relation for a metal on silicon?

\textbf{A.} For the metallic part, if $V$ is the drop across that part and its ends share one temperature. A Schottky barrier breaks the assumption of a resistance-free joint. In a semiconductor where lattice conduction dominates, $\kappa\rho\gg LT$, and \eqref{eq:general} gives a smaller rise at the same voltage. If $\kappa\rho$ is nearly constant, that rise is $V^2/(8\kappa\rho)$, but only for a uniform semiconductor with both ends at $T_0$ and thermopower dropped. A metal spot on silicon does not meet these conditions. Almost all the voltage falls in the silicon, while the joint is not held at $T_0$, since heat leaves it through a metal of comparable $\kappa$; for half-spaces with $\kappa=72$ and 148 W/(m\,K) the peak rise is about 2.8 times that value. The Peltier coefficient $ST$ of doped silicon is also of order 0.1 V, comparable with $V$, so Peltier heat at the joint can multiply or largely cancel the rise, according to the direction of the current. The resistivity then matters again, because the heat no longer travels with the charge carriers. The numbers given above are for metals and should not be carried over to silicon.

\section*{Table of computed values}
\begin{verbatim}
Lorenz integral: 3.289868
Lorenz number L: 2.4430e-08 V^2/K^2
bath temperature T0: 300 K
voltage V: 0.10 V
T0^2: 90000 K^2
V^2/(4L): 102333 K^2
Tmax: 438.56 K = 165.4 deg C
rise Tmax - T0: 138.56 K
Tmax at 0.05 V: 340.0 K
Tmax at 0.20 V: 706.6 K
Tmax at 0.30 V: 1005.5 K
slot, 20 cells per unit: Tmax 438.47 K
  phi/V there 0.532, x there 1.125
  largest field error 0.590 K
slot, 60 cells per unit: Tmax 438.61 K
  phi/V there 0.499, x there 1.092
  largest field error 0.071 K
slot mesh shift of Tmax: 0.134 K
orifice solver Tmax: 438.56 K
spot radius: 500 nm
resistivity at T0: 11.0 microohm cm
cold resistance R0: 110.0 mohm
angle alpha: 0.8175 rad
hot/cold resistance: 1.3044
hot resistance: 143.5 mohm
current: 0.697 A
power: 69.7 mW
axis temperature at depth 1a: 402.4 K
axis temperature at depth 5a: 331.2 K
electronic kappa at T0: 66.6 W/(m K)
lattice kappa at T0: 5.0 W/(m K)
Tmax with lattice conduction: 431.74 K
lattice shift: -6.82 K
mean free path: 10 nm
Sharvin/cold resistance: 0.0170
Sharvin shift estimate: -3.88 K
shift if L is 5% larger: -5.59 K
Seebeck coefficient at T0: -5.0 microV/K
thermopower shift of Tmax: -0.0075 K
hot surface with thermopower: 0.5028 V_total
oxide kappa: 1.4 W/(m K)
oxide leak shift estimate: -2.91 K
body thermal resistance: 50 K/W each
body warming: 1.74 K
shift of Tmax from it: 1.19 K
electron-phonon coupling: 2.5e+17 W/(m^3 K)
Joule heating at centre: 3.17e+16 W/m^3
electron-lattice gap, at most about: 0.13 K
\end{verbatim}
